# How Side-On Coordination to a Metal Lowers the H–H Bond Order

## One filled orbital and one empty orbital

Take two hydrogen orbitals $a$ and $b$, real and orthonormal for now, and form

$$\sigma=\frac{a+b}{\sqrt2},\qquad \sigma^*=\frac{a-b}{\sqrt2}.$$

Free H$_2$ has two electrons in $\sigma$ and none in $\sigma^*$. Let $\sigma$ meet one empty metal orbital $A$. With $V_A=\langle\sigma|H|A\rangle$ and gap $\Delta_A=\varepsilon_A-\varepsilon_\sigma>0$, write the occupied orbital as $\psi=N(\sigma+XA)$. The $A$ component of $H\psi=E\psi$ is

$$V_A+\varepsilon_AX=EX .$$

To first order $E$ may be replaced by $\varepsilon_\sigma$, because $X$ is already first order. Hence $X=-V_A/\Delta_A$. Normalization requires $N^2=1/(1+X^2)\approx1-X^2$, so two electrons in $\psi$ give

$$n_\sigma=2N^2\approx2-\frac{2V_A^2}{\Delta_A^2}.$$

The sign of $V_A$ fixes the relative phase of $\sigma$ and $A$; the population depends on its square. For $V_A=-2.4$ eV and $\Delta_A=12$ eV, $X=0.20$ and $\sigma$ loses $2(0.20)^2=0.080$ electron. This is sigma donation.

## From populations to bond order

Let $P$ be the density matrix summed over spin. The Coulson bond order is $p=P_{ab}$. Since $a=(\sigma+\sigma^*)/\sqrt2$ and $b=(\sigma-\sigma^*)/\sqrt2$,

$$P_{ab}=\tfrac12\left(P_{\sigma\sigma}-P_{\sigma\sigma^*}+P_{\sigma^*\sigma}-P_{\sigma^*\sigma^*}\right).$$

For real orbitals $P$ is symmetric and the middle terms cancel:

$$p=\frac{n_\sigma-n_{\sigma^*}}2. \tag{1}$$

Free H$_2$ gives $p=1$. An electron removed from $\sigma$ costs half a unit, and so does an electron added to $\sigma^*$. Donation alone therefore lowers $p$ by $0.080/2=0.040$.

In this model no coupling can raise $p$ above 1. The matrix $P/2$ projects onto the occupied space, so each orbital population lies between 0 and 2. Equation (1) then gives $p\le1$.

## Which metal orbitals can take part

Put the metal at the origin, the H–H midpoint on the $z$ axis, and the hydrogen atoms at $x=\pm R/2$. Assume that the reflection $x\to-x$ is a symmetry of the whole complex. It exchanges $a$ and $b$, so $\sigma$ is even and $\sigma^*$ is odd. A matrix element of $H$ between an even and an odd orbital changes sign under the reflection while having to stay the same, so it vanishes.

Thus $\sigma$ can couple to an even metal orbital, such as an empty $s$ or $d_{z^2}$ combination. The orbital $\sigma^*$ can couple to an odd one, such as a filled $d_{xz}$ orbital, called $D$. If $\langle a|H|D\rangle=t$, then $\langle b|H|D\rangle=-t$ and

$$V_D=\langle\sigma^*|H|D\rangle=\frac{t-(-t)}{\sqrt2}=\sqrt2\,t .$$

The same sum for $\sigma$ gives $(t-t)/\sqrt2=0$.

Matching parity under this reflection is necessary for coupling, but not sufficient. The orbital $d_{yz}$ is even under $x\to-x$, yet it changes sign under $y\to-y$ while $\sigma$ does not. If that reflection is also a symmetry of the complex, the two cannot couple.

The rule was tested on kinetic plus nuclear-attraction integrals in the def2-SVP basis, with nickel at the origin and hydrogen at $(\pm0.41,0,1.60)$ Å. The unnormalized combinations $a+b$ and $a-b$ were used, since a constant factor does not affect the symmetry. The forbidden elements, $a+b$ with $d_{xz}$ and $a-b$ with $d_{z^2}$, vanished within $10^{-7}$ hartree. The two allowed elements of these combinations exceeded $10^{-3}$ hartree in magnitude.

## Any number of metal orbitals

A real centre has several filled and empty orbitals. Label filled starting orbitals $i,j$ and empty ones $c,d$. Their energies are $\varepsilon$, and $V$ contains all couplings. The filled and empty sets are separated by a gap, and all couplings, including those within each set, are small compared with it.

The perturbed occupied space has a basis, not yet orthonormal, of the form

$$|i'\rangle=|i\rangle+\sum_cX_{ic}|c\rangle .$$

The Hamiltonian must map this space into itself: $H|i'\rangle=\sum_jM_{ij}|j'\rangle$. Comparing components along $|j\rangle$ gives

$$M_{ij}=\varepsilon_i\delta_{ij}+V_{ij}+\sum_cX_{ic}V_{cj}.$$

Comparing components along $|c\rangle$ gives

$$V_{ic}+\varepsilon_cX_{ic}+\sum_dX_{id}V_{dc}=\sum_jM_{ij}X_{jc}.$$

Since $X$ is first order, the terms containing $V_{dc}X$ or $V_{ij}X$ are second order. What remains at first order is $V_{ic}+\varepsilon_cX_{ic}=\varepsilon_iX_{ic}$, or

$$X_{ic}=-\frac{V_{ic}}{\varepsilon_c-\varepsilon_i}. \tag{2}$$

The overlap matrix of the vectors $|i'\rangle$ is $1+XX^T$. The projector onto a nonorthogonal basis contains the inverse of this overlap, so the filled block of $P$ is

$$2(1+XX^T)^{-1}\approx2-2XX^T,$$

and the empty block is $2X^T(1+XX^T)^{-1}X\approx2X^TX$. The diagonal elements are the populations:

$$\delta n_i=-2\sum_c\frac{V_{ic}^2}{(\varepsilon_c-\varepsilon_i)^2},\qquad
\delta n_c=2\sum_i\frac{V_{ic}^2}{(\varepsilon_c-\varepsilon_i)^2}. \tag{3}$$

Filled–filled and empty–empty couplings are absent at this order. Mixing two filled orbitals turns the basis inside the occupied space without changing that space.

Equation (3) was tested on a seven-orbital Hamiltonian with three filled orbitals and random couplings of every kind. Halving the couplings reduced the error in the populations by a factor between 7 and 9, as a third-order remainder requires.

## The two channels together

For one empty even orbital $A$ and one filled odd orbital $D$, define $\Delta_D=\varepsilon_{\sigma^*}-\varepsilon_D>0$. Equation (3) gives

$$n_\sigma=2-\frac{2V_A^2}{\Delta_A^2},\qquad n_{\sigma^*}=\frac{2V_D^2}{\Delta_D^2},$$

and (1) turns these into

$$p=1-\frac{V_A^2}{\Delta_A^2}-\frac{V_D^2}{\Delta_D^2}. \tag{4}$$

Both losses are squares, so either coupling lowers $p$ whatever its sign. Donation empties a bonding orbital; back-donation fills an antibonding one. The two currents run in opposite directions and can leave H$_2$ nearly neutral, but their effects on the bond add.

Round parameters for the example are $\varepsilon_\sigma=-16$, $\varepsilon_{\sigma^*}=2$, $\varepsilon_A=-4$ and $\varepsilon_D=-8$ eV, with $V_A=-2.4$ and $V_D=-1.5$ eV. The gaps are 12 and 10 eV, and

$$p=1-(0.20)^2-(0.15)^2=1-0.0400-0.0225=0.9375 .$$

The populations are $n_\sigma=1.920$ and $n_{\sigma^*}=0.045$.

Now add a filled even orbital $F$ at $-9$ eV, coupled to $\sigma$ by $-1.5$ eV, and an empty odd orbital $G$ at $-2$ eV, coupled to $\sigma^*$ by $-1.0$ eV. With $V_A=V_D=0$, diagonalization gives $p=1.0000$: these two couplings alone move no charge, as long as they do not reorder the filled and empty levels (for either one alone that happens here near 7.7 eV). With all four couplings it gives $n_\sigma=1.9241$, $n_{\sigma^*}=0.0434$ and $p=0.9403$. The second-order loss, 0.0625, is about 5% larger than the diagonalized loss, 0.0597.

The order of the remaining error follows from a sign argument. The metal orbitals here do not couple to one another, so reversing the sign of one of them reverses its coupling to H$_2$ and changes nothing else. Hence $p$ is even in each coupling, and the first correction to (4) is fourth order. When all couplings were reduced to 0.2 and then 0.1 of their values, the error fell by a factor of 16.07, close to $2^4$.

Symmetry also makes the two losses, measured from the value of $p$ at $V_A=V_D=0$, additive beyond second order, provided the matrix elements and the number of electrons in each symmetry block are fixed. The even block determines $n_\sigma$ and the odd block determines $n_{\sigma^*}$; neither contains the other's coupling. Diagonalization gives $p=0.9621$ with donation alone and $0.9783$ with back-donation alone. The losses $0.0379+0.0217=0.0596$ agree with the joint loss within rounding.

## Strong coupling in one channel

Equation (4) would eventually make $p$ negative, so its large-coupling limit needs the full two-level solution. For $\sigma$ and $A$ the lower energy is

$$E_-=\frac{\varepsilon_\sigma+\varepsilon_A}2-\frac W2,\qquad W=\sqrt{\Delta_A^2+4V_A^2}.$$

For a normalized eigenvector, differentiating its energy with respect to a diagonal element gives the weight on that orbital. Since $\partial W/\partial\varepsilon_\sigma=-\Delta_A/W$,

$$n_\sigma=2\frac{\partial E_-}{\partial\varepsilon_\sigma}=1+\frac{\Delta_A}{W}.$$

The bond-order loss is therefore

$$\ell=\frac{2-n_\sigma}2=\frac12\left(1-\frac1{\sqrt{1+4x^2}}\right)=x^2-3x^4+\cdots,\qquad x=\frac{|V_A|}{\Delta_A}. \tag{5}$$

For $D$ and $\sigma^*$ the same derivative, taken with respect to the upper level, gives $n_{\sigma^*}=1-\Delta_D/W_D$, where $W_D=\sqrt{\Delta_D^2+4V_D^2}$. Its loss $n_{\sigma^*}/2$ has the same form.

With $u=\sqrt{1+4x^2}$ one has $x^2=(u^2-1)/4$ and $\ell=(u-1)/(2u)$, so $x^2/\ell=u(u+1)/2$. This exceeds 1 for any nonzero coupling: second order overestimates the loss in an isolated channel. As $x\to\infty$, each loss tends to $1/2$. One channel alone cannot bring $p$ below $1/2$ in this two-level model; both are needed to approach zero.

Without $F$ and $G$, the example gives $p=0.9432$. Restoring them lowers it to 0.9403, although they do nothing by themselves. By the sign argument, this change begins with fourth-order products such as $V_A^2V_F^2$.

## Why the complex gains energy while the bond weakens

Expanding $W$ for small coupling gives $E_-\approx\varepsilon_\sigma-V_A^2/\Delta_A$. Two electrons in each channel change the energy by

$$E_2=-\frac{2V_A^2}{\Delta_A}-\frac{2V_D^2}{\Delta_D}. \tag{6}$$

To this order the stabilizations are $2(2.4)^2/12=0.96$ eV and $2(1.5)^2/10=0.45$ eV, together 1.41 eV or 136 kJ/mol. This is an orbital-interaction energy, not a binding energy: it omits closed-shell repulsion and the cost of stretching H$_2$.

The bond order is also an energy derivative. Let $\beta=\langle a|H|b\rangle$, which is $-9$ eV here. For occupied eigenvectors the first-order energy change is $\mathrm{Tr}(P\,dH)$, and $\beta$ occurs in two matrix positions, so

$$\frac{\partial E}{\partial\beta}=P_{ab}+P_{ba}=2p. \tag{7}$$

A finite-difference derivative of the total energy gives $p=0.9403$, matching the density matrix.

If $\beta$ becomes less negative as the atoms separate, then $d\beta/dR>0$. Its contribution to $dE/dR$ is $2p\,d\beta/dR$, a pull toward shorter $R$. With the other matrix elements held fixed, lowering $p$ weakens this pull in proportion. The metal–H$_2$ interaction can therefore lower the total energy while loosening the H–H link. The actual bond length also depends on how the other terms vary with $R$.

## Overlap between the hydrogen orbitals

Real 1s orbitals overlap. Let $s=\langle a|b\rangle$; the normalized orbitals are then $(a\pm b)/\sqrt{2(1\pm s)}$. Expanding the density in $a$ and $b$ gives

$$P_{aa}=\frac{n_\sigma}{2(1+s)}+\frac{n_{\sigma^*}}{2(1-s)},\qquad
P_{ab}=\frac{n_\sigma}{2(1+s)}-\frac{n_{\sigma^*}}{2(1-s)}.$$

Two measures of the bond now differ. The Mayer index is $(PS)_{ab}(PS)_{ba}$, where $S$ is the overlap matrix. Here

$$(PS)_{ab}=sP_{aa}+P_{ab}=\frac{n_\sigma}2-\frac{n_{\sigma^*}}2,$$

so the index is $p^2$ for any $s<1$, if metal–hydrogen overlap is neglected. The example gives 0.884. The overlap population is

$$2sP_{ab}=\frac{s}{1+s}n_\sigma-\frac{s}{1-s}n_{\sigma^*}. \tag{8}$$

Both channels lower this quantity too, but with unequal weights. For free-atom hydrogen 1s orbitals (exponent 1) 0.74 Å apart, $s=0.753$. Losing one $\sigma$ electron costs 0.430, and gaining one $\sigma^*$ electron costs 3.055. Using the diagonalized populations, donation contributes $0.430\times0.0759=0.033$ and back-donation $3.055\times0.0434=0.133$. The overlap population falls from 0.859 to 0.694, a drop of about 19%. By this measure back-donation dominates, although donation moves more charge. The size of the effect is sensitive to $s$. In H$_2$ the 1s orbitals contract; with the variationally optimized exponent 1.19, $s=0.679$, the $\sigma^*$ weight is 2.12, back-donation contributes 0.092 against 0.031 for donation, and the drop is about 15%.

## Overlap with the metal

Equation (4) assigns electrons to orthonormal orbitals. Suppose the original $\sigma$ and $A$ have a small overlap $S_m>0$. Symmetric (Löwdin) orthogonalization gives, to first order, $\sigma'=\sigma-\tfrac12S_mA$ and $A'=A-\tfrac12S_m\sigma$. Apart from normalization, the occupied orbital $\sigma'+XA'$ becomes $\sigma+\lambda A$, with $\lambda=X-S_m/2$. Mulliken's rule divides the overlap term equally:

$$n_\sigma^{\rm M}=\frac{2(1+\lambda S_m)}{1+2\lambda S_m+\lambda^2}\approx2-2\lambda(\lambda+S_m)
=2-2\left(X^2-\frac{S_m^2}{4}\right). \tag{9}$$

Here $X$ and $S_m$ are both treated as first order. The same calculation for $D+\lambda\sigma^*$ gives a gain of $2(X^2-S_m^2/4)$.

For $S_m=0.10$ in both channels and the orthogonalized Hamiltonian held fixed, (9) predicts a shift of $S_m^2/2=0.005$ electron in each population. The computed Mulliken values, 1.9287 and 0.0386, are shifted by 0.0046 and 0.0048. Their half-difference is 0.945.

To the order of (9), the Mulliken transfer reverses sign when $|X|<S_m/2$; the exact two-level threshold is somewhat higher, 0.218 for $S_m=0.40$. With $F$ and $G$ uncoupled, $|X|=0.10$ in both channels and $S_m=0.40$, the populations are 2.070 and $-0.070$. Values above two and below zero are not orbital occupations; they show that this way of dividing the overlap has failed as a measure of transfer.

## Charge feedback and a real complex

So far the metal levels have not responded to charge. Let each rise by $Uq$, where $q=2-n_\sigma-n_{\sigma^*}$ is the number of electrons gained by the metal and $U=5$ eV per electron. Donation raises $D$, which narrows the back-donation gap. Back-donation lowers $A$, which narrows the donation gap. At this fixed $U$, adding back-donation increases the $\sigma$ loss from 0.0719 to 0.0742, and adding donation increases the $\sigma^*$ gain from 0.0418 to 0.0447. Each channel assists the other, so strict additivity ends. The final $p=0.9405$ nevertheless differs little from the value without feedback, 0.9403. The net charge, $0.0742-0.0447=0.0295$ electron, raises the metal levels by only 0.15 eV. Compared with no feedback, this lowers the $\sigma$ loss by 0.0017 and raises the $\sigma^*$ gain by 0.0012 (from unrounded populations), and the two changes partly cancel in $p$.

The parameters illustrate weak coupling and are not fitted to a complex; electron transfers in real dihydrogen complexes can be larger, and their size depends on how the overlapping density is divided. The $\sigma$ level is close to minus the ionization energy of H$_2$ at fixed bond length, about 16 eV; the other levels and couplings are round choices, not properties of a compound. Two orbitals on H$_2$ also leave out polarization into its other empty orbitals: in a Hartree–Fock calculation of side-on Cu$^+$(H$_2$) (H–H 0.77 Å, midpoint 1.70 Å from Cu) these take 0.01 to 0.07 electron, depending on basis and partitioning, against 0.01 to 0.03 for the $\sigma^*$-type orbitals. Real ligands can make the hydrogen sites unequal. A site difference of 1 eV lowers $p$ by a further 0.0012. A larger omission is electron correlation. Full configuration interaction for free H$_2$ at 0.74 Å in the cc-pVTZ basis gives natural populations of 1.9645 and 0.0200, whose half-difference is 0.972; the change from cc-pVDZ is $-0.0008$. In cc-pVQZ and cc-pV5Z the two populations move by up to 0.0002 (to 1.9644 and 0.0198 in cc-pV5Z), while the half-difference stays at 0.972. The deficit of 0.028 exists without any metal and is nearly half the 0.0625 loss in (4). It cannot simply be subtracted from the complex's value, since coordination may change the correlation. Stretching of H$_2$ has not been sized either, so $p=0.94$ describes the orbital model at fixed matrix elements, not a measured bond.

## Computed values

```
levels sigma, sigma*: -16.0, 2.0 eV
levels A, D, F, G: -4.0, -8.0, -9.0, -2.0 eV
couplings V_A, V_D, V_F, V_G: -2.4, -1.5, -1.5, -1.0 eV
H-H resonance integral: -9.0 eV
gaps for donation, back-donation: 12.0, 10.0 eV
ratios |V|/gap: 0.200, 0.150 (no unit)
second-order sigma loss: 0.0800 electrons
second-order sigma* gain: 0.0450 electrons
second-order n_sigma: 1.9200 electrons
bond-order loss, donation: 0.0400 (no unit)
bond-order loss, back-donation: 0.0225 (no unit)
second-order bond order: 0.9375 (no unit)
stabilization by donation: 0.960 eV
stabilization by back-donation: 0.450 eV
sum of stabilizations: 1.410 eV = 136.0 kJ/mol
diagonalized n_sigma: 1.9241 electrons
diagonalized n_sigma*: 0.0434 electrons
diagonalized bond order: 0.9403 (no unit)
diagonalized, donation only: 0.9621 (no unit)
diagonalized, back-donation only: 0.9783 (no unit)
bond order with only F and G coupled: 1.0000 (no unit)
two-level bond order without F and G: 0.9432 (no unit)
bond order from energy derivative: 0.9403 (no unit)
error ratio on halving couplings: 16.07 (no unit)
H-H distance for overlap and correlation: 0.74 angstrom
hydrogen 1s overlap: 0.7534 (no unit)
overlap-population cost per sigma electron lost: 0.430
overlap-population cost per sigma* electron gained: 3.055
overlap population, free: 0.8593 electrons
overlap population, complex: 0.6940 electrons
Mayer index without metal-H overlap: 0.8842 (no unit)
assumed metal-H2 overlap: 0.10 (no unit)
Mulliken n_sigma, n_sigma*: 1.9287, 0.0386 electrons
Mulliken half-difference: 0.9451 (no unit)
reversal case |V|/gap: 0.10, 0.10; overlap 0.40 (no unit)
reversal case Mulliken n_sigma, n_sigma*: 2.0699, -0.0699 electrons
charge-feedback parameter: 5.0 eV per electron
feedback sigma loss, alone / both: 0.0719 / 0.0742 electrons
feedback sigma* gain, alone / both: 0.0418 / 0.0447 electrons
bond order with charge feedback: 0.9405 (no unit)
assumed H-site energy difference: 1.0 eV
extra bond-order loss from unequal sites: 0.00123 (no unit)
free H2 FCI/cc-pVTZ n_sigma, n_sigma*: 1.9645, 0.0200 electrons
free H2 correlated half-difference: 0.9723 (no unit)
its cc-pVDZ to cc-pVTZ shift: -0.00079 (no unit)
```
